# Indium-indium distances for InO₆ octahedra sharing faces, edges and corners: verification in Python

```python
# Result under test: two ideal InO6 octahedra with In-O bond length d have
# In-In distances 2d/sqrt(3) (shared face), sqrt(2)d (shared edge, flat) and
# 2d (shared corner, straight).
# theta: In-O-In angle at a shared oxygen.
# phi: fold angle at the midpoint of a shared edge, between the two In atoms.
# Lengths are in angstrom. Octahedra are arrays of six oxygen positions;
# the In atom sits at their mean.
import numpy as np
from scipy.optimize import linprog
from scipy.spatial import ConvexHull
from scipy.spatial.transform import Rotation

d = 2.18
first = d * np.vstack([np.eye(3), -np.eye(3)])
ox, oy, oz = first[0], first[1], first[2]


def distance(octa_a, octa_b):
    return np.linalg.norm(octa_a.mean(axis=0) - octa_b.mean(axis=0))


def shared_count(octa_a, octa_b):
    gaps = np.linalg.norm(octa_a[:, None] - octa_b[None, :], axis=2)
    return int(np.sum(gaps < 1e-7))


def bridge_angle(octa_a, octa_b, oxygen):
    u = octa_a.mean(axis=0) - oxygen
    v = octa_b.mean(axis=0) - oxygen
    cosine = u @ v / np.linalg.norm(u) / np.linalg.norm(v)
    return np.degrees(np.arccos(np.clip(cosine, -1, 1)))


def rotate(points, pivot, axis, degrees):
    unit = np.asarray(axis, float) / np.linalg.norm(axis)
    turn = Rotation.from_rotvec(np.radians(degrees) * unit)
    return pivot + turn.apply(points - pivot)


def overlap_depth(octa_a, octa_b):
    # Radius of the largest sphere inside both hulls; zero if they only touch,
    # negative if they are apart.
    planes = np.vstack([ConvexHull(octa_a).equations,
                        ConvexHull(octa_b).equations])
    rows = np.hstack([planes[:, :3], np.ones((len(planes), 1))])
    answer = linprog([0, 0, 0, -1], A_ub=rows, b_ub=-planes[:, 3],
                     bounds=[(None, None)] * 4, method="highs")
    assert answer.status == 0
    return answer.x[3]


# Second octahedron: mirror image in a face, inversion in an edge midpoint,
# inversion in a corner.
normal = np.cross(oy - ox, oz - ox)
normal /= np.linalg.norm(normal)
face = first - 2 * np.outer((first - ox) @ normal, normal)
edge = (ox + oy) - first
corner = 2 * ox - first

R_face, R_edge, R_corner = 2 * d / np.sqrt(3), np.sqrt(2) * d, 2 * d
cases = [("face", face, R_face, 3), ("edge, flat", edge, R_edge, 2),
         ("corner, straight", corner, R_corner, 1)]
angles = {}
for name, second, formula, count in cases:
    assert shared_count(first, second) == count
    assert abs(distance(first, second) - formula) < 1e-10
    assert abs(overlap_depth(first, second)) < 1e-6
    theta = bridge_angle(first, second, ox)
    assert abs(2 * d * np.sin(np.radians(theta / 2)) - formula) < 1e-7
    angles[name] = theta
assert abs(np.cos(np.radians(angles["face"])) - 1 / 3) < 1e-10
assert [round(r, 2) for r in (R_face, R_edge, R_corner)] == [2.52, 3.08, 4.36]

# Folding about the shared edge, down to contact of two faces.
midpoint = (ox + oy) / 2
phi_contact = np.degrees(np.arccos(-1 / 3))
fold_table = []
for phi in (180.0, 160.0, 140.0, 120.0, phi_contact):
    folded = rotate(edge, midpoint, oy - ox, 180 - phi)
    R = distance(first, folded)
    assert abs(R - np.sqrt(2) * d * np.sin(np.radians(phi / 2))) < 1e-10
    assert abs(overlap_depth(first, folded)) < 1e-6
    expected = 3 if phi == phi_contact else 2
    assert shared_count(first, folded) == expected
    fold_table.append((phi, R, expected))
assert abs(fold_table[-1][1] - R_face) < 1e-10
too_far = rotate(edge, midpoint, oy - ox, 180 - phi_contact + 2)
assert overlap_depth(first, too_far) > 1e-3

# Lower bound: any orientation overlaps when the centres are closer than R_face.
inner_radius = np.min(-ConvexHull(first).equations[:, 3])
assert abs(2 * inner_radius - R_face) < 1e-10
rng = np.random.default_rng(7)
for turn in Rotation.random(150, random_state=11):
    direction = rng.normal(size=3)
    direction /= np.linalg.norm(direction)
    near = turn.apply(first) + 0.99 * R_face * direction
    assert overlap_depth(first, near) > 1e-3

# Bent corner: rigid octahedra turned about the shared oxygen.
theta_corner = 126.0
R_bent = 2 * d * np.sin(np.radians(theta_corner / 2))
for axis in ([0, 1, 0], [0, 1, 1]):
    bent = rotate(corner, ox, axis, 180 - theta_corner)
    assert shared_count(first, bent) == 1
    assert abs(distance(first, bent) - R_bent) < 1e-10
    assert abs(overlap_depth(first, bent)) < 1e-6

# Distorted shared edge: planar In-O-In-O rhombus with all four bonds equal to d.
theta_edge = 100.0
half = np.radians(theta_edge / 2)
in_a = d * np.array([np.cos(half), np.sin(half)])
in_b = d * np.array([np.cos(half), -np.sin(half)])
far_oxygen = in_a + in_b
assert abs(np.linalg.norm(far_oxygen - in_a) - d) < 1e-12
R_open = np.linalg.norm(in_a - in_b)
OO_open = np.linalg.norm(far_oxygen)
assert abs(R_open - 2 * d * np.sin(half)) < 1e-12
assert abs(OO_open - 2 * d * np.cos(half)) < 1e-12
assert R_open > R_edge

# Spread of R for one In-O-In bridge with independent bond and angle disorder.
sigma_d, sigma_theta = 0.10, 5.0


def spread(theta):
    h = np.radians(theta / 2)
    return np.sqrt(2 * (sigma_d * np.sin(h))**2
                   + (d * np.cos(h) * np.radians(sigma_theta))**2)


sampled = {}
for theta in (theta_edge, theta_corner):
    a, b = rng.normal(d, sigma_d, (2, 200000))
    t = np.radians(rng.normal(theta, sigma_theta, 200000))
    sampled[theta] = np.std(np.sqrt(a * a + b * b - 2 * a * b * np.cos(t)))
    # Allows for sampling error and the small second-order terms.
    assert abs(sampled[theta] / spread(theta) - 1) < 0.02

expansion, heating = 1e-5, 300.0
thermal_shift = R_corner * expansion * heating
assert thermal_shift < 0.1 * spread(theta_edge)

print(f"In-O bond length d (input): {d:.2f} angstrom")
print(f"O-O edge of the ideal octahedron: {np.linalg.norm(ox-oy):.3f} angstrom")
to_face = np.linalg.norm((ox + oy + oz) / 3)
print(f"centre to face centroid: {to_face:.4f} angstrom")
print(f"centre to edge midpoint: {np.linalg.norm(midpoint):.4f} angstrom")
print(f"centre to corner: {np.linalg.norm(ox):.4f} angstrom")
print("In-In distances measured from coordinates:")
for name, second, formula, count in cases:
    R = distance(first, second)
    print(f"  {name}: {R:.3f} angstrom = {R/10:.4f} nm, R/d = {R/d:.4f}")
    print(f"    shared O: {count}, In-O-In angle: {angles[name]:.2f} deg")
print("Folding about a shared edge:")
for phi, R, count in fold_table:
    print(f"  phi = {phi:.2f} deg: R = {R:.3f} angstrom, shared O: {count}")
print(f"smallest R without overlap: {2*inner_radius:.3f} angstrom")
print("Neglected effects (rough assumed inputs):")
print(f"  edge angle opened to {theta_edge:.0f} deg: R = {R_open:.3f} angstrom")
print(f"    change from flat ideal edge: {R_open-R_edge:+.3f} angstrom")
print(f"    shared O-O edge becomes: {OO_open:.3f} angstrom")
print(f"  corner bent to {theta_corner:.0f} deg: R = {R_bent:.3f} angstrom")
print(f"    change from straight corner: {R_bent-R_corner:+.3f} angstrom")
print(f"  bond spread (input): {sigma_d:.2f} angstrom")
print(f"  angle spread (input): {sigma_theta:.0f} deg")
for label, theta in (("edge", theta_edge), ("corner", theta_corner)):
    print(f"  spread of R, {label} at {theta:.0f} deg, formula: "
          f"{spread(theta):.3f} angstrom")
    print(f"    same, random sampling: {sampled[theta]:.3f} angstrom")
print(f"  gap, bent corner minus opened edge: {R_bent-R_open:.3f} angstrom")
print(f"  linear expansion (input): {expansion:.0e} per K")
print(f"  heating (input): {heating:.0f} K")
print(f"  thermal change of straight corner R: {thermal_shift:.3f} angstrom")
print("done: every assertion held")
```

Running it gives:

```
In-O bond length d (input): 2.18 angstrom
O-O edge of the ideal octahedron: 3.083 angstrom
centre to face centroid: 1.2586 angstrom
centre to edge midpoint: 1.5415 angstrom
centre to corner: 2.1800 angstrom
In-In distances measured from coordinates:
  face: 2.517 angstrom = 0.2517 nm, R/d = 1.1547
    shared O: 3, In-O-In angle: 70.53 deg
  edge, flat: 3.083 angstrom = 0.3083 nm, R/d = 1.4142
    shared O: 2, In-O-In angle: 90.00 deg
  corner, straight: 4.360 angstrom = 0.4360 nm, R/d = 2.0000
    shared O: 1, In-O-In angle: 180.00 deg
Folding about a shared edge:
  phi = 180.00 deg: R = 3.083 angstrom, shared O: 2
  phi = 160.00 deg: R = 3.036 angstrom, shared O: 2
  phi = 140.00 deg: R = 2.897 angstrom, shared O: 2
  phi = 120.00 deg: R = 2.670 angstrom, shared O: 2
  phi = 109.47 deg: R = 2.517 angstrom, shared O: 3
smallest R without overlap: 2.517 angstrom
Neglected effects (rough assumed inputs):
  edge angle opened to 100 deg: R = 3.340 angstrom
    change from flat ideal edge: +0.257 angstrom
    shared O-O edge becomes: 2.803 angstrom
  corner bent to 126 deg: R = 3.885 angstrom
    change from straight corner: -0.475 angstrom
  bond spread (input): 0.10 angstrom
  angle spread (input): 5 deg
  spread of R, edge at 100 deg, formula: 0.163 angstrom
    same, random sampling: 0.164 angstrom
  spread of R, corner at 126 deg, formula: 0.153 angstrom
    same, random sampling: 0.152 angstrom
  gap, bent corner minus opened edge: 0.545 angstrom
  linear expansion (input): 1e-05 per K
  heating (input): 300 K
  thermal change of straight corner R: 0.013 angstrom
done: every assertion held
```
